\section*{Why silicon shows a weak 222 reflection but no 200}

\section{Definitions and conventions}

Silicon has the diamond structure, space group $Fd\bar3m$. Let $a$ be the edge of the cubic cell and $\rho(\mathbf r)$ the electron number density, counted positive. The structure factor of the cubic cell is
\begin{equation}
F(\mathbf G)=\int_{\rm cell}\rho(\mathbf r)\,e^{i\mathbf G\cdot\mathbf r}\,d^3r,
\qquad \mathbf G=\frac{2\pi}{a}(h,k,l).
\label{eq:F}
\end{equation}
It is a number of electrons, and $F(000)$ is the number of electrons in the cell. In single (kinematic) scattering the intensity of a reflection is proportional to $|F|^2$.

The origin is the centre of a bond, which is an inversion centre. The two atoms joined by that bond are at
\begin{equation}
\mathbf r_A=+\mathbf d,\qquad \mathbf r_B=-\mathbf d,\qquad \mathbf d=\frac a8(1,1,1).
\end{equation}
The face-centring translations $\mathbf 0$, $\frac a2(0,1,1)$, $\frac a2(1,0,1)$ and $\frac a2(1,1,0)$ repeat them, giving eight atoms per cell. These translations make $F$ vanish unless $h,k,l$ are all even or all odd. Both 200 and 222 pass this condition, so the centring does not distinguish them.

The density is a scalar, the same for every polarization and direction of the beam. It may be static or averaged over thermal motion, provided that it has the full space group.

\section{What happens, and what symmetry decides}

The 200 reflection is absent for every such density. The 222 reflection is absent if the crystal is a sum of identical centrosymmetric atoms, but no symmetry operation requires its absence. Bonding makes the atoms non-centrosymmetric, and a weak 222 appears.

To separate the two cases, take a symmetry operation $\mathbf r\to R\mathbf r+\mathbf t$, with $R$ orthogonal and $\rho(R\mathbf r+\mathbf t)=\rho(\mathbf r)$. Substitute $\mathbf r=R\mathbf r'+\mathbf t$ in Eq.~\eqref{eq:F}. The volume element is unchanged, and by periodicity the integral may be taken over any cell:
\begin{align}
F(\mathbf G)&=\int\rho(R\mathbf r'+\mathbf t)\,e^{i\mathbf G\cdot(R\mathbf r'+\mathbf t)}\,d^3r'\nonumber\\
&=e^{i\mathbf G\cdot\mathbf t}\int\rho(\mathbf r')\,e^{i(R^{T}\mathbf G)\cdot\mathbf r'}\,d^3r'
=e^{i\mathbf G\cdot\mathbf t}F(R^{T}\mathbf G).
\label{eq:sym}
\end{align}
If $R^T\mathbf G=\mathbf G$, this reads $F=e^{i\mathbf G\cdot\mathbf t}F$. A phase factor other than 1 then forces $F(\mathbf G)=0$.

\subsection{The glide removes 200}

The $d$ glide perpendicular to $z$ is
\begin{equation}
(x,y,z)\to\left(x+\tfrac a4,\;y+\tfrac a4,\;-z\right).
\end{equation}
It carries atom $A$ from $\frac a8(1,1,1)$ to $\frac a8(3,3,-1)=-\frac a8(1,1,1)+\frac a2(1,1,0)$, which is a $B$ site. It thus exchanges the sublattices. For $l=0$ the reflection in $z$ leaves $\mathbf G$ unchanged, and Eq.~\eqref{eq:sym} gives
\begin{equation}
F(hk0)=e^{i\pi(h+k)/2}F(hk0).
\end{equation}
For 200 the factor is $e^{i\pi}=-1$, so $F(200)=-F(200)=0$. The argument uses neither atoms nor their shapes. Charge may be moved into bonds or interstices without creating 200, as long as the glide survives.

The glide is sufficient for this absence, whereas the inversion centre is not. The glide is not the only such operation: the fourfold screw axis along $x$, with translation $a/4$, also leaves $\mathbf G$ of 200 unchanged and gives the factor $-1$. In the numerical check, random densities with only the centring and the glide gave zero for 200 to rounding error. With only the centring and inversion, $|F(200)|$ reached 0.999 per unit charge.

\subsection{No operation removes 222}

For 222 the same glide turns $\mathbf G$ into the direction $(2,2,-2)$ with phase factor $e^{2\pi i}=1$. It therefore equates two structure factors, $F(222)=F(22\bar2)$, and does not set either to zero.

The rotations and reflections that leave $(2,2,2)$ fixed are the permutations of the three coordinates. They also leave $\mathbf d$ and $-\mathbf d$ fixed, so they are symmetries with $\mathbf t=\mathbf 0$. Any other symmetry with the same $R$ differs by a lattice translation, for which $e^{i\mathbf G\cdot\mathbf t}=1$. Every phase factor is thus 1, and 222 is allowed. Random densities with the full group gave values up to 0.988 per unit charge.

\section{Why 222 measures the odd part of an atom}

Divide the density into atomic pieces in a way that respects the space group. Let $\rho_A(\mathbf u)$ be the piece belonging to an $A$ atom, with $\mathbf u$ measured from its nucleus. Define
\begin{align}
f_c(\mathbf G)&=\int\rho_A(\mathbf u)\cos(\mathbf G\cdot\mathbf u)\,d^3u,\\
f_a(\mathbf G)&=\int\rho_A(\mathbf u)\sin(\mathbf G\cdot\mathbf u)\,d^3u .
\end{align}
The cosine selects the even part of $\rho_A$ and the sine its odd part. The transform of the $A$ atom is $f_c+if_a$. Inversion through the bond centre exchanges the two atoms, so $\rho_B(\mathbf u)=\rho_A(-\mathbf u)$, and the $B$ atom has transform $f_c-if_a$.

The position of $A$ contributes the phase
\begin{equation}
\varphi=\mathbf G\cdot\mathbf d=\frac{\pi}{4}(h+k+l),
\end{equation}
and that of $B$ contributes $-\varphi$. For an allowed centring the four copies of each atom add in phase:
\begin{align}
F&=4\left[e^{i\varphi}(f_c+if_a)+e^{-i\varphi}(f_c-if_a)\right]\nonumber\\
&=4\left[f_c(e^{i\varphi}+e^{-i\varphi})+if_a(e^{i\varphi}-e^{-i\varphi})\right]\nonumber\\
&=8\left(f_c\cos\varphi-f_a\sin\varphi\right).
\label{eq:master}
\end{align}
The last line uses $i(2i\sin\varphi)=-2\sin\varphi$.

For 222, $\varphi=3\pi/2$, with $\cos\varphi=0$ and $\sin\varphi=-1$. Hence
\begin{equation}
F(222)=8f_a(222).
\label{eq:222}
\end{equation}
The even parts of the two atoms cancel, including nearly all the scattering from the cores. A centrosymmetric atom has $f_a=0$ and gives no 222. The converse does not hold: an atom with an odd part can still have a zero of $f_a$ at this particular $\mathbf G$. The precise condition for absence is $f_a(222)=0$.

For 200, $\varphi=\pi/2$ and Eq.~\eqref{eq:master} gives $F(200)=-8f_a(200)$. This does not make 200 a second measure of the odd part. The atomic site has a twofold axis along $z$, so $\rho_A(u,v,w)=\rho_A(-u,-v,w)$ and
\begin{equation}
f_a(G,0,0)=f_a(-G,0,0)=-f_a(G,0,0)=0 .
\end{equation}
The second equality holds because the sine is odd. The atomic description thus agrees with the glide.

\subsection{An even and an odd distortion}

Let one electron on each $A$ atom have the density
\begin{equation}
\rho_A(\mathbf u)=\frac{e^{-u^2/2\sigma^2}}{(2\pi\sigma^2)^{3/2}}\,(1+c\,u_xu_yu_z),
\end{equation}
with the inverted density on $B$. For the values used below, the last factor becomes negative only far from the nucleus, where the Gaussian is negligible. The bonds of $A$ point along $(-1,-1,-1)$, $(1,1,-1)$, $(1,-1,1)$ and $(-1,1,1)$. The product $u_xu_yu_z$ is negative along all four, so $c<0$ moves charge into the bonds.

In one dimension, differentiating the Gaussian transform with respect to $G$ gives
\begin{equation}
\int\frac{u\,e^{-u^2/2\sigma^2}}{\sqrt{2\pi}\,\sigma}\,e^{iGu}\,du
=-i\frac{d}{dG}e^{-G^2\sigma^2/2}=i\sigma^2G\,e^{-G^2\sigma^2/2}.
\end{equation}
The product of three such factors contains $i^3=-i$. Therefore $f_a=-c\,\sigma^6G_xG_yG_z\,e^{-G^2\sigma^2/2}$, and
\begin{equation}
F(222)=-8c\,\sigma^6G_xG_yG_z\,e^{-G^2\sigma^2/2}.
\label{eq:odd}
\end{equation}
This is positive for charge moved into the bonds. With $a=5$ Å, $\sigma=0.35$ Å and $c=-1$ Å$^{-3}$, it is 0.073 electrons, while 200 remains zero.

An even distortion proportional to $u_x^4+u_y^4+u_z^4-\frac35u^4$ also makes the atom non-spherical, but leaves $F(222)$ at zero to rounding error. It does alter 400. Let the Gaussian be multiplied by $1+bP$, with $P=u_x^4+u_y^4+u_z^4-\frac35u^4=\frac25(u_x^4+u_y^4+u_z^4)-\frac65(u_x^2u_y^2+u_x^2u_z^2+u_y^2u_z^2)$. Repeated differentiation with $-i\,d/dG$ gives the one-dimensional transforms $(\sigma^2-\sigma^4G^2)e^{-G^2\sigma^2/2}$ for $u^2$ and $(3\sigma^4-6\sigma^6G^2+\sigma^8G^4)e^{-G^2\sigma^2/2}$ for $u^4$. For $\mathbf G=(G,0,0)$ the transform of $P$ times the Gaussian is then $e^{-G^2\sigma^2/2}$ times $\frac25(9\sigma^4-6\sigma^6G^2+\sigma^8G^4)-\frac65(3\sigma^4-2\sigma^6G^2)=\frac25\sigma^8G^4$. For 400, $\varphi=\pi$ and $F=-8f_c$. With $b=1$ Å$^{-4}$, $\sigma=0.35$ Å, $G=8\pi/a$ and $e^{-G^2\sigma^2/2}=0.2128$, the change is
\begin{equation}
\Delta F(400)=-\tfrac{16}{5}\,b\,\sigma^8G^4e^{-G^2\sigma^2/2}=-0.098\ \text{electrons}.
\end{equation}
An even distortion thus changes $f_c$ but not $f_a$, and so it cannot produce 222.

\section{How large: a bond-charge model}

Place a Gaussian charge of $q$ electrons and width $s$ at the centre of each of the 16 bonds in the cubic cell. Every atom has four bonds and gives $q/2$ to each, so it loses $2q$ electrons. The cell stays neutral because $8\times2q=16q$. What remains on the atoms is taken as spherical.

Modulo centring translations, the bond centres are $\mathbf 0$, $\frac a4(1,1,0)$, $\frac a4(1,0,1)$ and $\frac a4(0,1,1)$. Their contribution is
\begin{align}
F_{\rm bond}&=4q\,e^{-G^2s^2/2}\,S,\label{eq:bond}\\
S&=1+\cos\frac{\pi(h+k)}2+\cos\frac{\pi(h+l)}2+\cos\frac{\pi(k+l)}2 .\nonumber
\end{align}
Cosines suffice because $h+k$, $h+l$ and $k+l$ are even for an allowed centring. For 222 each cosine is $\cos2\pi=1$, so $S=4$. The spherical atoms contribute nothing, and
\begin{equation}
F(222)=16\,q\,e^{-G^2s^2/2}.
\label{eq:main}
\end{equation}
For 200, $S=1-1-1+1=0$, as the glide requires.

Equation~\eqref{eq:222} gives the same answer. Half of each bond charge belongs to atom $A$, centred at $\frac a8(-1,-1,-1)$, $\frac a8(1,1,-1)$ and the two equivalent positions. The corresponding sines are $\sin(-3\pi/2)=1$ and $\sin(\pi/2)=1$. Thus $f_a=4(q/2)e^{-G^2s^2/2}$, and $8f_a$ is Eq.~\eqref{eq:main}.

\subsection{Numbers}

The example is a model crystal with round parameters, not a calculation of silicon. The edge is $a=5$ Å. Each atom has 14 electrons, as in silicon: 10 in a core Gaussian of width 0.15 Å and 4 in a valence Gaussian of width 0.60 Å. The bond charges have $q=0.40$ and $s=0.40$ Å, which leaves 3.20 valence electrons on each atom.

For 222, $|\mathbf G|=2\pi\sqrt{12}/a=4.353$ Å$^{-1}$ and the damping factor is 0.2196. Equation~\eqref{eq:main} gives
\begin{equation}
F(222)=16\times0.40\times0.2196=1.405\ \text{electrons}.
\end{equation}
Structure factors in electrons per cubic cell, integrated from the density on a grid, are:
\begin{center}
\begin{tabular}{lrr}
Reflection & Spherical atoms & With bond charges\\
111 & $-63.28$ & $-63.54$\\
200 & $0.00$ & $0.00$\\
220 & $-72.69$ & $-72.04$\\
222 & $0.00$ & $1.41$\\
400 & $-60.55$ & $-59.63$
\end{tabular}
\end{center}
The bond charges change the strong reflections by about one electron or less: under 2\% for those in the table, and about 2\% for 311, which goes from $-47.52$ to $-46.52$. In 222 a contribution of similar size stands alone. Relative to 111,
\begin{equation}
\left|\frac{F(222)}{F(111)}\right|^2=(0.0221)^2=4.9\times10^{-4}.
\end{equation}
This is a ratio of squared structure factors for single scattering, without geometrical, absorption or thermal corrections.

The measured $|F(222)|$ of silicon is roughly 1.5 electrons per cubic cell. The model has the same size because its round parameters allow it; the agreement does not test the model or determine silicon's bond charge.

\section{What 222 does not tell}

\subsection{Midbond density alone is not the signal}

Spherical atoms already overlap between neighbours. In the model without bond charges, the density at the bond centre is 0.462 electrons/Å$^3$. At the same distance behind an atom, opposite the bond, it is 0.240 electrons/Å$^3$. The bond centre has nearly twice the density, yet $F(222)=0$.

The reason is that this density is a sum of centrosymmetric atoms, however much they overlap. A 222 signal therefore shows a departure from such a sum, whereas a high density between atoms need not.

\subsection{The odd component is well defined; the atom is not}

There are many ways to share a continuous density between atoms. Equation~\eqref{eq:222} fixes $f_a(222)=F(222)/8$ for every division that respects the symmetry, but $f_c(222)$ drops out of $F(222)$ and is not fixed.

Two smooth divisions of the bonded model density show this. Each used Gaussian weights centred on the atoms, of width 0.6 Å in one case and 0.9 Å in the other. Both gave $f_a(222)=0.1757$ electrons, and $8\times0.1757=1.406$ agrees with $F(222)$ within rounding. The even components were 8.03 and 5.11 electrons. An atomic charge or shape inferred from 222 thus needs a further definition of the atom.

\subsection{One reflection does not fix the bond charge}

Equation~\eqref{eq:main} contains $q$ only in a product with the damping factor. These three models have the same $F(222)=1.405$ electrons:
\begin{center}
\begin{tabular}{ccc}
$s$ (Å) & $q$ (electrons) & $F(622)$ (electrons)\\
0.3 & 0.206 & 0.1446\\
0.4 & 0.400 & 0.0247\\
0.5 & 0.938 & 0.0025
\end{tabular}
\end{center}
The inferred charge changes by more than a factor of four. In the limit $s\to0$ the damping disappears and $F(222)\to16q$; this gives the smallest $q$ compatible with a given $F(222)$ in the model. A broad charge can be large and contribute little.

A second reflection of the same class can separate the two parameters. For 622, $h+k+l=10$, so the even atomic parts again cancel, and $S=4$. Since $h^2+k^2+l^2$ is 44 for 622 and 12 for 222, dividing the two forms of Eq.~\eqref{eq:bond} gives
\begin{align}
\ln\frac{F(222)}{F(622)}&=\frac{s^2}{2}\left(\frac{2\pi}{a}\right)^2(44-12)
=\frac{64\pi^2s^2}{a^2},\\
s&=\frac{a}{8\pi}\sqrt{\ln\frac{F(222)}{F(622)}} .
\end{align}
The middle row gives $\ln(1.405/0.0247)=4.04$ and $s=5\times2.01/25.13=0.40$ Å, as it should.

This separation relies on a Gaussian bond charge and centrosymmetric remainders. The 442 reflection shows how specific such a model is. There $S=1+1-1-1=0$, so the bond charges give nothing, although the space group allows the reflection. The odd distortion of Eq.~\eqref{eq:odd}, with $G_xG_yG_z\ne0$, does contribute to 442.

\section{What to do in practice}

\paragraph{Check for multiple scattering.} A beam can be scattered twice, and the two reciprocal vectors can add to that of a forbidden reflection. For example,
\begin{equation}
(1,1,1)+(1,-1,-1)=(2,0,0),
\end{equation}
and both intermediate reflections are strong. Such a path does not require $F(200)\ne0$, so intensity at the 200 position does not by itself disprove the glide. The same process can add to or interfere with the weak 222.

Rotate the crystal about $\mathbf G$ while keeping the reflection in its diffracting position. The single-scattering $|F(\mathbf G)|$ does not change, whereas other reciprocal-lattice points move into and out of the diffraction condition. Measure 222 at azimuths away from the resulting peaks and dips, and repeat at another wavelength.

\paragraph{Keep resonance separate.} Near an absorption edge the scattering amplitude can depend on polarization and direction. The glide then transforms these as well as the position, and the scalar relation $F(200)=-F(200)$ no longer follows. Measurements intended to give the charge density should be made away from edges.

\paragraph{Allow for anharmonic motion.} A thermally averaged density keeps the glide, so thermal motion does not create 200. It can contribute to 222 even if each atom is a rigid sphere. Suppose the effective potential of a nucleus is $\frac12\kappa u^2+\beta u_xu_yu_z$. In classical statistics, to first order in $\beta$, its distribution is a Gaussian of variance $\sigma^2=k_BT/\kappa$ multiplied by
\begin{equation}
1-\frac{\beta}{k_BT}u_xu_yu_z .
\end{equation}
This is the odd distortion with $c=-\beta/k_BT$. Its contribution is Eq.~\eqref{eq:odd} multiplied by the form factor of the rigid atom at 222. Cooling reduces this term, but zero-point motion keeps part of it. A bond-charge analysis should therefore include the term or show that it is small at the temperature of the measurement. Where quantum motion matters, the classical distribution must be replaced by the quantum one.

\paragraph{Refine the right quantity.} Do not set $F(222)$ to zero in a density refinement, and do not use spherical atoms alone to calculate it. Put the intensity on an absolute scale, include an odd term in the atomic density, and fit other reflections with $h+k+l=4n+2$ that the glide allows, such as 442 and 622, together with 222. Report $F(222)$ itself first. A bond charge derived from it should be quoted with the assumed width and shape: for $s=0.40$ Å in the model, $G^2s^2=3.0$, so to first order a 1\% increase in $s$ lowers the calculated $F(222)$ by 3\%.

\section*{Values computed for the example and the checks}
\begin{verbatim}
cube edge: 5.00 angstrom
core: 10 electrons, width 0.15 angstrom
valence before bonding: 4 electrons, width 0.60 angstrom
bond charge q: 0.40 electrons, width 0.40 angstrom
valence left on each atom: 3.20 electrons
operations per cubic cell: 192
lowest real phase fixing 200: -1.0
lowest real phase fixing 222: 1.0
random densities, largest |F| per unit charge:
  200, full group: 1.7e-16
  222, full group: 0.988
  200, glide and centring only: 5.1e-16
  200, inversion and centring only: 0.999
F in electrons per cubic cell: spherical atoms, with bond charges
  000: 112.0000, 112.0000
  111: -63.2775, -63.5391
  200: 0.0000, 0.0000
  220: -72.6941, -72.0356
  311: -47.5196, -46.5238
  222: 0.0000, 1.4054
  400: -60.5455, -59.6298
  442: 0.0000, 0.0000
  622: 0.0000, 0.0247
|G| of 222: 4.3531 1/angstrom
bond damping factor at 222: 0.2196
|F(222)/F(111)|: 0.02212
|F(222)/F(111)| squared: 4.892e-04
spherical atoms, density at bond centre: 0.4621 electrons/angstrom^3
spherical atoms, density behind atom: 0.2401 electrons/angstrom^3
division width (angstrom), f_c(222), f_a(222) (electrons)
  0.6, 8.0327, 0.1757
  0.9, 5.1125, 0.1757
shaped atoms: width 0.35 angstrom, one electron each
odd strength c: -1.0 1/angstrom^3
even strength: 1.0 1/angstrom^4
odd distortion: F(222) = 0.0731, |F(200)| = 0.0e+00 electrons
even distortion: |F(222)| = 5.4e-15, change of F(400) = -3.5022 electrons
s (angstrom), q, F(222), F(622) (electrons)
  0.3, 0.2061, 1.4054, 0.1446
  0.4, 0.4000, 1.4054, 0.0247
  0.5, 0.9384, 1.4054, 0.0025
\end{verbatim}
